# The Half-Voltage Operating Window of a Selector Crossbar: a numerical check

```python
"""
Half-voltage operating window of a crossbar with threshold selectors.

Result under test: one write voltage V turns on every selected cell and leaves
every other cell off if and only if T_max < V < 2*T_min.
T_min, T_max : smallest and largest cell threshold in the array (volt)
mu, sigma    : mean and standard deviation of Gaussian thresholds (volt)
N            : number of cells; the selected row is at V, the selected column
               at 0, and all unselected lines are at V/2 unless stated.
Also tested: best margin, best preset voltage, and array success probabilities.
"""
import numpy as np
from scipy.integrate import simpson
from scipy.optimize import minimize_scalar
from scipy.stats import norm

rng = np.random.default_rng(2718)
mu, sigma = 1.20, 0.07
scan = np.arange(0.5, 3.0, 0.005)


def selection_mask(shape):
    """Axes: selected row, selected column, cell row, cell column."""
    rows, columns = shape
    return (np.eye(rows, dtype=bool)[:, None, :, None]
            & np.eye(columns, dtype=bool)[None, :, None, :])


def array_works(voltage, thresholds, fraction=0.5, error=0.0):
    """Address every cell in turn, using the potentials of all lines."""
    rows, columns = thresholds.shape
    row_potential = np.where(np.eye(rows, dtype=bool),
                             voltage, fraction * voltage)
    column_potential = np.where(np.eye(columns, dtype=bool),
                                0.0, fraction * voltage)
    cell_voltage = (row_potential[:, None, :, None]
                    - column_potential[None, :, None, :] + error)
    turned_on = np.abs(cell_voltage) > thresholds
    return bool(np.all(turned_on == selection_mask(thresholds.shape)))


def scan_array(thresholds, fraction=0.5, error=0.0):
    return np.array([array_works(v, thresholds, fraction, error)
                     for v in scan])


# Window from explicit addressing: one narrow and one wide distribution.
small = rng.normal(mu, sigma, (12, 12))
wide = rng.normal(mu, 0.25, (12, 12))
for thresholds in (small, wide):
    predicted = (scan > thresholds.max()) & (scan < 2 * thresholds.min())
    assert np.array_equal(scan_array(thresholds), predicted)
assert scan_array(small).any()
assert not scan_array(wide).any()

# Other common potentials of the unselected lines lower the upper limit.
upper_limits = {}
for fraction in (0.40, 0.45, 0.50, 0.55, 0.60):
    working = scan_array(small, fraction)
    limit = small.min() / max(fraction, 1 - fraction)
    assert np.array_equal(working, (scan > small.max()) & (scan < limit))
    upper_limits[fraction] = scan[working].max()
assert max(upper_limits, key=upper_limits.get) == 0.50

# Bounded relative spread: the limit is one third.
for spread, expected in ((0.33, True), (0.34, False)):
    extremes = mu * np.array([[1 - spread, 1.0], [1.0, 1 + spread]])
    assert scan_array(extremes).any() == expected

# Largest tolerable voltage error at the individual cells.
small_best = 2 * (small.max() + small.min()) / 3
small_margin = (2 * small.min() - small.max()) / 3
mask = selection_mask(small.shape)
adverse = np.where(mask, -1.0, 1.0)
assert array_works(small_best, small, error=0.99 * small_margin * adverse)
assert not scan_array(small, error=1.01 * small_margin * adverse).any()
for _ in range(20):
    random_error = rng.uniform(-0.99, 0.99, mask.shape) * small_margin
    assert array_works(small_best, small, error=random_error)


def cell_failure(voltage, mean, deviation):
    """Probability that a threshold lies outside (voltage/2, voltage)."""
    return (norm.sf(voltage, mean, deviation)
            + norm.cdf(voltage / 2, mean, deviation))


def preset_success(voltage, mean, deviation, cells):
    return np.exp(cells * np.log1p(-cell_failure(voltage, mean, deviation)))


def best_preset(mean, deviation):
    return 2 * (mean + np.sqrt(mean**2 + 6 * deviation**2 * np.log(2))) / 3


def tuned_success(mean, deviation, cells, use_minimum=True):
    """Probability of a nonempty window, from density of one extreme."""
    x = np.linspace(1e-6, mean + 10 * deviation, 200001)
    if use_minimum:
        inside = (norm.sf(x, mean, deviation)
                  - norm.sf(2 * x, mean, deviation))
    else:
        inside = (norm.cdf(x, mean, deviation)
                  - norm.cdf(x / 2, mean, deviation))
    power = np.exp((cells - 1) * np.log(np.maximum(inside, 1e-300)))
    return simpson(cells * norm.pdf(x, mean, deviation) * power, x=x)


# Closed-form optimum against direct minimization of the failure probability.
for deviation in (0.07, 0.12, 0.18):
    numerical = minimize_scalar(
        lambda v: np.log(cell_failure(v, mu, deviation)),
        bounds=(mu, 2 * mu), method="bounded", options={"xatol": 1e-9})
    assert abs(numerical.x - best_preset(mu, deviation)) < 1e-5

# Probability laws against sampled arrays with frequent failures.
test_cells, trials, test_sigma = 64, 40000, 0.18
samples = rng.normal(mu, test_sigma, (trials, test_cells))
lowest, highest = samples.min(axis=1), samples.max(axis=1)
test_voltage = best_preset(mu, test_sigma)
sampled_preset = np.mean((highest < test_voltage)
                         & (lowest > test_voltage / 2))
sampled_tuned = np.mean(highest < 2 * lowest)
formula_preset = preset_success(test_voltage, mu, test_sigma, test_cells)
formula_tuned = tuned_success(mu, test_sigma, test_cells)
for sampled, formula in ((sampled_preset, formula_preset),
                         (sampled_tuned, formula_tuned)):
    standard_error = np.sqrt(formula * (1 - formula) / trials)
    assert abs(sampled - formula) < 5 * standard_error
assert formula_tuned > formula_preset

# Large worked array.
side = 1024
cells = side**2
large = rng.normal(mu, sigma, cells)
t_min, t_max = large.min(), large.max()
best_voltage = 2 * (t_max + t_min) / 3
margin = (2 * t_min - t_max) / 3
assert t_min > 0 and margin > 0
counts = []
for voltage in (1.50, best_voltage, 1.80):
    not_on = np.count_nonzero(large >= voltage)
    disturbed = np.count_nonzero(large <= voltage / 2)
    assert (not_on + disturbed == 0) == (t_max < voltage < 2 * t_min)
    counts.append((voltage, not_on, disturbed))

simple_voltage = 4 * mu / 3
optimal_voltage = best_preset(mu, sigma)
simple_success = preset_success(simple_voltage, mu, sigma, cells)
optimal_success = preset_success(optimal_voltage, mu, sigma, cells)
tuned = tuned_success(mu, sigma, cells)
tuned_other = tuned_success(mu, sigma, cells, use_minimum=False)
assert abs(tuned - tuned_other) < 1e-8
assert tuned > optimal_success > simple_success
union_bound = 2 * cells * norm.sf(mu / (3 * sigma))
assert 1 - simple_success <= union_bound

# Spread that guarantees the chosen array failure probability.
allowed_failure = 0.01
z = norm.isf(allowed_failure / (2 * cells))
sigma_limit = mu / (3 * z)
assert preset_success(simple_voltage, mu, sigma_limit, cells) \
    >= 1 - allowed_failure
assert preset_success(simple_voltage, mu, 1.01 * sigma_limit, cells) \
    < 1 - allowed_failure

print("SMALL SIMULATED ARRAY, 12 x 12 cells")
print(f"T_min = {small.min():.4f} V, T_max = {small.max():.4f} V")
print(f"window upper limit 2*T_min = {2*small.min():.4f} V")
print(f"lowest working scan voltage = {scan[scan_array(small)].min():.3f} V")
print(f"highest working scan voltage = {scan[scan_array(small)].max():.3f} V")
print(f"scan step = {scan[1]-scan[0]:.3f} V")
for fraction, limit in upper_limits.items():
    print(f"bias fraction {fraction:.2f}: highest working V = {limit:.3f} V")
print("PROBABILITY TEST")
print(f"cells = {test_cells}, arrays = {trials}, sigma = {test_sigma:.2f} V")
print(f"preset V = {test_voltage:.4f} V")
print(f"preset success: sampled {sampled_preset:.4f}, "
      f"formula {formula_preset:.4f}")
print(f"tuned success: sampled {sampled_tuned:.4f}, "
      f"formula {formula_tuned:.4f}")
print("WORKED ARRAY")
print(f"side = {side} cells, N = {cells} cells")
print(f"mu = {mu:.2f} V, sigma = {sigma:.2f} V, sigma/mu = {sigma/mu:.5f}")
print(f"sampled T_min = {t_min:.4f} V, T_max = {t_max:.4f} V")
print(f"window = {t_max:.4f} V to {2*t_min:.4f} V")
print(f"window width = {2*t_min-t_max:.4f} V")
print(f"window midpoint = {(2*t_min+t_max)/2:.4f} V")
print(f"best-margin V = {best_voltage:.4f} V, margin = {margin:.4f} V")
for voltage, not_on, disturbed in counts:
    print(f"V = {voltage:.4f} V: not turned on {not_on}, "
          f"half-select failures {disturbed}")
    print(f"  expected: {cells*norm.sf(voltage, mu, sigma):.4f} and "
          f"{cells*norm.cdf(voltage/2, mu, sigma):.4f}")
print(f"4*mu/3 = {simple_voltage:.4f} V")
print(f"optimal preset V = {optimal_voltage:.5f} V")
print(f"distance mu/(3*sigma) = {mu/(3*sigma):.4f} standard deviations")
print(f"array failure at 4*mu/3 = {1-simple_success:.6f}")
print(f"union bound at 4*mu/3 = {union_bound:.6f}")
print(f"array failure at optimal preset V = {1-optimal_success:.6f}")
print(f"array failure with tuned V = {1-tuned:.3e}")
print(f"allowed array failure = {allowed_failure:.2f}")
print(f"required z = {z:.4f}, sigma limit = {sigma_limit:.5f} V")
print(f"sigma limit / mu = {sigma_limit/mu:.5f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
SMALL SIMULATED ARRAY, 12 x 12 cells
T_min = 0.9891 V, T_max = 1.3920 V
window upper limit 2*T_min = 1.9781 V
lowest working scan voltage = 1.395 V
highest working scan voltage = 1.975 V
scan step = 0.005 V
bias fraction 0.40: highest working V = 1.645 V
bias fraction 0.45: highest working V = 1.795 V
bias fraction 0.50: highest working V = 1.975 V
bias fraction 0.55: highest working V = 1.795 V
bias fraction 0.60: highest working V = 1.645 V
PROBABILITY TEST
cells = 64, arrays = 40000, sigma = 0.18 V
preset V = 1.6366 V
preset success: sampled 0.2023, formula 0.2028
tuned success: sampled 0.3812, formula 0.3841
WORKED ARRAY
side = 1024 cells, N = 1048576 cells
mu = 1.20 V, sigma = 0.07 V, sigma/mu = 0.05833
sampled T_min = 0.8748 V, T_max = 1.5516 V
window = 1.5516 V to 1.7496 V
window width = 0.1981 V
window midpoint = 1.6506 V
best-margin V = 1.6176 V, margin = 0.0660 V
V = 1.5000 V: not turned on 12, half-select failures 0
  expected: 9.5501 and 0.0001
V = 1.6176 V: not turned on 0, half-select failures 0
  expected: 0.0013 and 0.0120
V = 1.8000 V: not turned on 0, half-select failures 12
  expected: 0.0000 and 9.5501
4*mu/3 = 1.6000 V
optimal preset V = 1.60564 V
distance mu/(3*sigma) = 5.7143 standard deviations
array failure at 4*mu/3 = 0.011485
union bound at 4*mu/3 = 0.011552
array failure at optimal preset V = 0.010840
array failure with tuned V = 6.533e-04
allowed array failure = 0.01
required z = 5.7388, sigma limit = 0.06970 V
sigma limit / mu = 0.05808
ALL CHECKS PASSED
```
